# Two-band and band-averaged Eliashberg models of MgB2: Tc and gaps, part 2

We compare a two-band ($\sigma$, $\pi$) Eliashberg model of MgB2 with its band-averaged isotropic version. Still open are (c) the gap edges at 2 K, compared with the isotropic edge, and (d) a situation in which the isotropic problem is correct. A program computes and tests the numbers.

We set $\hbar=1$; $T$ in a formula stands for $k_BT$, $k_B=0.086173$ meV/K. The couplings are $\lambda_{\sigma\sigma}=1.017$, $\lambda_{\sigma\pi}=0.213$, $\lambda_{\pi\sigma}=0.155$, $\lambda_{\pi\pi}=0.448$, with row sums $\lambda_\sigma=1.230$, $\lambda_\pi=0.603$. The density-of-states shares $n_j=N_j/N$ are $n_\sigma=0.4212$, $n_\pi=0.5788$, so $\bar\lambda=\sum_in_i\lambda_i=0.8671$. The Einstein phonon has $\omega_E=60$ meV; the cutoff is $\omega_c=600$ meV. The Coulomb matrix is $\mu_{ij}=\mu^*n_j$, $\mu^*=0.10$ (diagonal variant: $\mu^*\delta_{ij}$).

With $\omega_n=\pi T(2n+1)$, $R_j(m)=\sqrt{\omega_m^2+\Delta_j(m)^2}$ and $\ell(l)=\omega_E^2/[\omega_E^2+(2\pi Tl)^2]$, the gap $\Delta_i$ and renormalization factor $Z_i$ obey

$$Z_i(n)=1+\frac{\pi T}{\omega_n}\sum_{j}\sum_{m=-\infty}^{\infty}\lambda_{ij}\,\ell(n-m)\,g_j(m),\tag{1}$$

$$Z_i(n)\Delta_i(n)=\pi T\sum_j\sum_{m=-\infty}^{\infty} w_m\,[\lambda_{ij}\,\ell(n-m)-\mu_{ij}]\,\frac{\Delta_j(m)}{R_j(m)},\tag{2}$$

where $g_j(m)=\operatorname{sgn}\omega_m+w_m\,[\omega_m/R_j(m)-\operatorname{sgn}\omega_m]$. The even cutoff weight $w_m$ is $\omega_c/2\pi T-m$ clipped to $[0,1]$ for $m\ge0$.

With Pauli matrices $\tau_a$, electron energy $\epsilon$ and $\phi_j=Z_j\Delta_j$,

$$G_j=-\frac{i\omega_mZ_j+\epsilon\tau_3+\phi_j\tau_1}{\omega_m^2Z_j^2+\epsilon^2+\phi_j^2}.$$

The phonon self-energy is $\Sigma_k(i\omega_n)=-T\sum_{k'm}|g_{kk'}|^2D(i\omega_n-i\omega_m)\,\tau_3G_{k'}(i\omega_m)\tau_3$, with matrix element $g_{kk'}$ and $D(i\nu)=-2\omega_E/(\nu^2+\omega_E^2)$. The energy integral is $\int d\epsilon/(\epsilon^2+a^2)=\pi/a$, $a=Z_jR_j$.

At $T_c$, folding onto $n\ge0$ with $x_i(n)=\Delta_i(n)/(2n+1)$ gives

$$D_i(n)\,x_i(n)=\sum_j\sum_{m\ge0}w_m\{\lambda_{ij}\,\ell^+(n,m)-2\mu_{ij}\}\,x_j(m),\tag{4}$$

where $\ell^+(n,m)=\ell(n-m)+\ell(n+m+1)$, $D_i(n)=2n+1+\lambda_i\,s(n)$, $s(n)=1+2\sum_{l=1}^n\ell(l)$. For $u_i(n)=\sqrt{n_iw_n}\,x_i(n)$ this is $Mu=0$ with symmetric

$$M_{in,jm}=\sqrt{w_nw_m}\sqrt{\frac{n_i}{n_j}}\,\{\lambda_{ij}\ell^+(n,m)-2\mu_{ij}\}-\delta_{ij}\delta_{nm}D_i(n).\tag{5}$$

$T_c$ is the highest zero of its largest eigenvalue $\rho(T)$; "iso" marks the averaged problem. Always

$$\rho(T)\ge\rho^{\rm iso}(T)\quad\text{at every }T .\tag{6}$$

Equal gaps mean $u=e\,y$, $e=(\sqrt{n_\sigma},\sqrt{n_\pi})$. With $e^\perp=(\sqrt{n_\pi},-\sqrt{n_\sigma})$ and equal Coulomb row sums, the $e$–$e^\perp$ block of $M$ is

$$B_{nm}=\sqrt{n_\sigma n_\pi}\,(\lambda_\sigma-\lambda_\pi)\,[\sqrt{w_nw_m}\,\ell^+(n,m)-\delta_{nm}s(n)] .\tag{7}$$

The strictness argument gives $T_c>T_c^{\rm iso}$ if the $\lambda$ row sums differ and the $\mu$ row sums agree. Here $T_c=61.1$ K (diagonal variant 56.3 K), $T_c^{\rm iso}=44.0$ K. The faulty "tempting solution" claimed $T_c=44.0$ K, citing the measured 40 K, and $n_\sigma\Delta_\sigma+n_\pi\Delta_\pi=7.28$ meV. A crude square-well estimate used $\mathcal L=\pi T\sum_{|\omega_m|<\omega_E}1/|\omega_m|$.

### Continuation to real frequencies

The measurable gap is the edge of the quasiparticle spectrum. Continued to a real frequency $\omega$, the denominator of $G_i$ vanishes when $\omega^2Z_i^2=\epsilon^2+\phi_i^2$, that is $\omega^2=\Delta_i(\omega)^2+\epsilon^2/Z_i^2$. Where $Z_i$ and $\Delta_i$ are real, the spectrum starts at $\epsilon=0$, and the edge solves $\Delta_i(\omega)=\omega$.

Both equations contain sums $\pi T\sum_m\ell(n-m)h(i\omega_m)$, where $h$ is $\omega_m/R_j$ or $\Delta_j/R_j$ and has a continuation $h(z)$ analytic in the upper half-plane. Ignore the cutoff for the moment. With

$$L(z)=\frac{\omega_E^2}{\omega_E^2-z^2}=\frac{\omega_E}2\left[\frac1{z+\omega_E}-\frac1{z-\omega_E}\right]$$

we have $\ell(n-m)=L(i\omega_n-i\omega_m)$. The function $F(z)=\pi T\sum_mL(z-i\omega_m)h(i\omega_m)$ takes the right values at $z=i\omega_n$, but it has poles in the upper half-plane, at $z=i\omega_m+\omega_E$ with residue $-\pi T(\omega_E/2)h(i\omega_m)$ and at $z=i\omega_m-\omega_E$ with the opposite residue. A retarded self-energy has no such poles. Let $f$ and $n_B$ be the Fermi and Bose functions and add

$$C(z)=\frac{\pi\omega_E}2\left\{[n_B(\omega_E)+f(\omega_E-z)]\,h(z-\omega_E)+[n_B(\omega_E)+f(\omega_E+z)]\,h(z+\omega_E)\right\}.$$

The Fermi function has poles at the Matsubara frequencies with residue $-T$. So $f(\omega_E-z)$ has residue $+T$ in $z$ at $z=\omega_E+i\omega_m$, where $h(z-\omega_E)=h(i\omega_m)$, and $f(\omega_E+z)$ has residue $-T$ at $z=i\omega_m-\omega_E$. Both sets of poles of $F$ cancel. At $z=i\omega_n$, $e^{i\omega_n/T}=-1$ gives $f(\omega_E\mp i\omega_n)=1/(1-e^{\omega_E/T})=-n_B(\omega_E)$, so $C$ vanishes there. Thus $F+C$ is analytic in the upper half-plane, agrees with the Matsubara values and has no exponential growth. The last property singles it out: a bounded analytic difference of two candidates would vanish at all $i\omega_n$, and a nonzero bounded function in a half-plane cannot have zeros on the imaginary axis with $\sum_n1/\omega_n$ divergent.

The normal state checks this formula and the sign of the self-energy. For a function $p$ that decays fast enough, $T\sum_mp(i\omega_m)$ equals the sum of the residues of $fp$ at the poles of $p$. For $p(s)=1/[(s-\epsilon)(i\omega_n-y-s)]$ the poles give $[f(\epsilon)-f(i\omega_n-y)]/(i\omega_n-\epsilon-y)$ with $f(i\omega_n-y)=1+n_B(y)$. Using $D(i\nu)=1/(i\nu-\omega_E)-1/(i\nu+\omega_E)$ and $1+n_B(-y)=-n_B(y)$,

$$\Sigma(z)=\frac{\lambda\omega_E}2\int d\epsilon\left[\frac{1+n_B-f(\epsilon)}{z-\epsilon-\omega_E}+\frac{n_B+f(\epsilon)}{z-\epsilon+\omega_E}\right],$$

the second-order expression for emission and absorption of a phonon, with positive weights. Since $zZ=z-\Sigma$, the claim is $-\Sigma=i\lambda(F+C)$ with $h=\operatorname{sgn}\omega_m$, continued as $h=1$. The program tests this against quadrature at a complex $z$ and at $T=0.3\,\omega_E$, where $C$ is not small.

At 2 K and for $\omega$ near a gap edge the larger thermal weight is $f(\omega_E-\omega)\approx e^{-(\omega_E-\omega)/T}$, about $10^{-122}$ at the $\sigma$ edge, so $C$ is dropped. This is the statement that a quasiparticle below $\omega_E$ cannot emit the phonon and finds none to absorb. The weight $w_m$ has no analytic continuation, but it alters only terms of $F$ whose poles lie at distances of order $\omega_c$ from the origin, and we define the low-frequency continuation by the same weighted sums. Equation (1) multiplied by $i\omega_n$ continues to $\omega Z_i=\omega+i\sum_j\lambda_{ij}F$. Folding uses $L(\omega+i\omega_m)=L(\omega-i\omega_m)^*$; the odd function $g$ picks the difference $2i\operatorname{Im}L$ and the even function $\Delta/R$ picks the sum $2\operatorname{Re}L$:

$$Z_i(\omega)=1-\frac{2\pi T}\omega\sum_j\sum_{m\ge0}\lambda_{ij}\operatorname{Im}L(\omega-i\omega_m)\,g_j(m),$$

$$Z_i(\omega)\Delta_i(\omega)=2\pi T\sum_j\sum_{m\ge0}w_m[\lambda_{ij}\operatorname{Re}L(\omega-i\omega_m)-\mu_{ij}]\frac{\Delta_j(m)}{R_j(m)} .$$

The denominator of $L$ has imaginary part $+2\omega\omega_m$, so $\operatorname{Im}L<0$ and $Z>1$. Both functions are real, so in this clean model both edges are sharp, the $\sigma$ edge included, although it lies inside the $\pi$ continuum. A phonon mode of energy $\nu<\Delta_\sigma-\Delta_\pi$ that couples the bands would change this: at the $\sigma$ edge its weight $f(\nu-\omega)$ in $C$ is close to 1 and $h(\omega-\nu)$ of the $\pi$ band is taken inside the $\pi$ continuum, so $C$ can no longer be dropped and the $\sigma$ self-energy becomes complex. The effect of impurities on the edges is not treated here.

### The gaps at 2 K

Here $\pi k_BT=0.5414$ meV and 555 positive frequencies per band carry nonzero weight $w_m$ (554 lie below $\omega_c$, and the last, just above it, enters with a small partial weight). Equations (1) and (2), folded as before, are iterated to a fixed point. For $Z$ the folding gives

$$Z_i(n)=\frac{\pi T}{\omega_n}\Big\{D_i(n)-\sum_j\sum_{m\ge0}\lambda_{ij}[\ell(n-m)-\ell(n+m+1)]\,w_m\Big(1-\frac{\omega_m}{R_j(m)}\Big)\Big\}.$$

At $n=0$ the first term is $1+\lambda_i$, and the correction is negative because $\ell(m)>\ell(m+1)$ and $\omega_m<R_j$. The computed values follow this: $Z_\sigma=2.181$ against 2.230, $Z_\pi=1.590$ against 1.603, and $Z^{\rm iso}=1.847$ against 1.867.

| | $\Delta(i\omega_0)$ (meV) | edge (meV) | $2\Delta/k_BT_c$ |
|:--|:--|:--|:--|
| $\sigma$ | 11.54 | 11.73 | 4.45 |
| $\pi$ | 4.81 | 4.83 | 1.83 |
| isotropic | 7.22 | 7.28 | 3.84 |

Each ratio uses the edge and the $T_c$ of its own problem: $2\times11.730/5.2675=4.45$, $2\times4.830/5.2675=1.83$ and $2\times7.2815/3.7950=3.84$. These ratios and the edges in units of $\omega_E$ (0.196, 0.081, 0.121) depend on $\omega_E$ only through $\omega_c/\omega_E$ and $T/\omega_E$; at fixed $\omega_c/\omega_E$ they do not depend on the choice of 60 meV as long as 2 K is effectively zero temperature, as tested below for this choice. The edge exceeds the gap at the lowest Matsubara frequency by 1.6% of the latter in the $\sigma$ band and by less in the other two cases. The program tests the Matsubara solution by inserting it into unfolded explicit sums at three frequencies, tests the edges against a polynomial extrapolation of $\Delta_i$ in the variable $\omega_n^2$ to negative values, and tests that the two-band edges at 3 K agree with those at 2 K within 0.1%, so that they stand for the zero-temperature values to that accuracy.

The answer to (c) is $\Delta_\pi<\Delta^{\rm iso}<\Delta_\sigma$, with $\Delta_\sigma/\Delta_\pi=2.43$. The weak-coupling one-band ratio $2\pi/e^\gamma=3.53$, $\gamma$ being Euler's constant, lies between the two band ratios. This ordering is a numerical result for these data; the variational argument concerns $T_c$ and says nothing about the gaps. The weighted mean of the edges is $0.4212\times11.730+0.5788\times4.830=7.74$ meV, 6% above the isotropic edge, so the last claim of the tempting solution fails too, though by much less than its $T_c$. The closeness of the mean gap is therefore no evidence that the averaging is sound. With the diagonal Coulomb matrix the edges are 10.95 and 5.33 meV, their ratio is 2.06, the ratios $2\Delta/k_BT_c$ are 4.52 and 2.20, and the mean is 7.70 meV; the ordering is unchanged.

The gap ratio is not constant in temperature. At the lowest Matsubara frequency $\Delta_\pi/\Delta_\sigma$ is 0.28 at $T_c$ and $4.809/11.540=0.42$ at 2 K. A possible reason, offered as a conjecture from the square-well picture, is that at $T_c$ both bands share one logarithm $\mathcal L(T_c)$, while at low temperature the logarithm of each band is cut off by its own gap, so that the small gap leaves the $\pi$ band a larger logarithm and its intraband pairing $\lambda_{\pi\pi}$ gains weight.

### When the isotropic problem is correct

Nonmagnetic impurities scatter elastically. In the Born approximation $\Sigma_i(i\omega_n)=n_{\rm imp}\sum_jN_j|U_{ij}|^2\int d\epsilon\,\tau_3G_j(i\omega_n)\tau_3$, and the same energy integral as before gives $\sum_j\gamma_{ij}[-i\omega_n/R_j+\tau_1\Delta_j/R_j]$ with the rates $\gamma_{ij}=\pi n_{\rm imp}N_j|U_{ij}|^2$. In the linear regime $Z_i$ gains $\sum_j\gamma_{ij}/|\omega_n|$ and the pair sum gains $\sum_j\gamma_{ij}\Delta_j(n)/|\omega_n|$. In (4) this adds $\sum_j\gamma_{ij}/\pi T$ to $D_i(n)$ and $\sum_j\gamma_{ij}x_j(n)/\pi T$ to the right side, so that

$$\delta M_{in,jm}=\frac{\delta_{nm}}{\pi T}\Big[\sqrt{\frac{n_i}{n_j}}\,\gamma_{ij}-\delta_{ij}\sum_k\gamma_{ik}\Big].$$

The intraband rate $\gamma_{ii}$ appears in the diagonal element once with each sign and cancels, which is Anderson's theorem. The interband rates are proportional to the final density of states, so they can be written $\gamma_{ij}=\Gamma n_j$ with one parameter $\Gamma$. As the diagonal rates are irrelevant we may use the same form for them, and then the bracket is $\Gamma(\sqrt{n_in_j}-\delta_{ij})$:

$$\delta M=-\frac{\Gamma}{\pi T}P,\qquad P=\mathbb 1-ee^T=e^\perp e^{\perp T}.$$

$P$ is a projector, so $u^T\delta Mu\le0$ and decreases with $\Gamma$: the largest eigenvalue, and with it $T_c$, cannot rise as $\Gamma$ grows. $P$ annihilates the uniform vectors, so (6) survives and $T_c(\Gamma)\ge T_c^{\rm iso}$. For large $\Gamma$ write $u=e\,y+e^\perp v$ and let $K$ be the $e^\perp e^\perp$ block of the clean matrix. The eigenvalue equations are

$$M^{\rm iso}y+Bv=\rho y,\qquad B^Ty+(K-\Gamma/\pi T)v=\rho v .$$

When $\Gamma/\pi T$ is large against all eigenvalues of $K$, which for this cutoff means $\Gamma\gg\omega_c$, the second equation gives $v\simeq(\pi T/\Gamma)B^Ty$. The first then contains the perturbation $(\pi T/\Gamma)BB^T$, and to first order $\rho-\rho^{\rm iso}=(\pi T/\Gamma)|B^Ty|^2$ for the normalized isotropic eigenvector $y$. Dividing by the slope of $\rho^{\rm iso}$ at its zero,

$$T_c(\Gamma)-T_c^{\rm iso}\simeq\frac{\pi T_c^{\rm iso}}{\Gamma}\,\frac{|B^Ty|^2}{|d\rho^{\rm iso}/dT|},$$

which falls as $1/\Gamma$ and, by (7), is proportional to $n_\sigma n_\pi(\lambda_\sigma-\lambda_\pi)^2$. This answers (d) for the transition temperature: the band-averaged problem gives the correct $T_c$ when interband scattering is strong enough to force the gaps to be equal. The nonlinear equations below $T_c$ with impurities are not treated here.

The computed $T_c$ is 61.1, 58.7, 54.9, 50.2, 46.6 and 44.4 K for $\Gamma=0$, 3, 10, 30, 100 and 1000 meV. More than half of the 17 K excess is gone at 30 meV, where $\Gamma$ is about twice $\pi k_BT_c$ of the clean system. The formal values $10^5$ and $2\times10^5$ meV give 44.043 and 44.041 K; such rates are far outside the range of the Born and constant-density approximations and serve only to display the $1/\Gamma$ law cleanly. Already $\Gamma=1000$ meV exceeds $\omega_c$ and the depth of the $\sigma$ hole pockets of MgB2 (roughly half an eV), so it too is a formal value. In real MgB2 the $\sigma$ and $\pi$ states are built from orbitals of different parity, interband impurity scattering is usually weak, and two gaps survive in fairly dirty samples; the limit found here is a property of the model that the material seldom reaches. The program tests the monotonic fall, the approach to $T_c^{\rm iso}$ from above, the halving of the excess between the last two rates, and, through the unfolded kernel with unequal intraband rates added, the cancellation of intraband scattering. The limit also identifies the proper average. The unweighted mean $(1.230+0.603)/2=0.9165$ gives 48.4 K, which is 10% above the dirty limit and matches neither the clean nor the dirty limit of the two-band problem.

### What the numbers say about MgB2

The two-band result of 61 K lies well above the measured value of roughly 40 K, while the isotropic 44 K lies near it. This does not favour the isotropic treatment. The scale $\omega_E$ multiplies every temperature and was chosen freely, a single mode stands in for a whole spectrum, and merely redistributing the Coulomb repulsion at fixed average moves $T_c$ from 61 to 56 K. The near agreement invoked in the tempting solution is thus a property of the chosen $\omega_E$ and $\mu^*$. At fixed $\omega_E$ the same $\mu^*$ cannot reproduce one measured $T_c$ in both treatments, since by (6) and the strictness argument the clean two-band problem lies higher whenever the row sums of $\lambda$ differ and those of $\mu$ agree, as they do here. What the coupling matrix does determine, within this model and for the clean system, is that $T_c$ exceeds the averaged value. The size of the excess also depends on $\mu^*$, the cutoff and the phonon spectrum. At fixed $\mu^*=0.10$, halving or doubling $\omega_c$ (settings not included in the numerical check) moves $T_c$ to 60.6 or 61.9 K, $T_c^{\rm iso}$ to 43.2 or 45.1 K, the excess to 40% or 37%, and the low-temperature $\sigma$, $\pi$ and isotropic edges to 11.58, 4.70, 7.13 meV or 11.93, 5.00, 7.48 meV; the digits quoted above belong to $\omega_c=600$ meV, and the ordering is unchanged. For the choices made here it is 39% and 28% for the two Coulomb matrices tried, and the two gaps differ by a factor of 2.4 and 2.1.

The program that produced these numbers and its output follow below.

## Numbers as computed

```
kB = 0.086173 meV/K
wE = 60 meV, wc = 600 meV, mu* = 0.10, wE/kB = 696.3 K
lam ss, sp, ps, pp = 1.017 0.213 0.155 0.448
N_p/N_s = 1.3742, dos_s = 0.4212, dos_p = 0.5788
lam_s = 1.230, lam_p = 0.603, lam_bar = 0.8671
symmetrized interband sqrt(lam_sp lam_ps) = 0.1817
uniform mu ss, sp, ps, pp = 0.0421 0.0579 0.0421 0.0579 , mu_bar = 0.1000
Tc two-band = 61.13 K, kB Tc = 5.2675 meV, kB Tc/wE = 0.08779
Tc isotropic = 44.04 K, kB Tc = 3.7950 meV, kB Tc/wE = 0.06325
Tc two-band / Tc isotropic = 1.3880
Tc of ss block alone = 55.83 K
rho two-band at Tc isotropic = 0.4085
Matsubara frequencies per band: 19 at Tc, 555 at 2 K
Delta_p/Delta_s (n=0) at Tc = 0.2813
zero of nonlinear Delta_s^2 at T/Tc = 1.00000
equal-row-sum lam ss, pp = 0.6541, 0.7121; Tc = 44.04 K
Gamma = 0 meV: Tc = 61.126 K
Gamma = 3 meV: Tc = 58.745 K
Gamma = 10 meV: Tc = 54.936 K
Gamma = 30 meV: Tc = 50.229 K
Gamma = 100 meV: Tc = 46.628 K
Gamma = 1000 meV: Tc = 44.376 K
Gamma = 100000 meV: Tc = 44.043 K
Gamma = 200000 meV: Tc = 44.041 K
unweighted lam = 0.9165: Tc = 48.44 K
BCS ratio 2 pi/exp(gamma) = 3.5278
low temperature T = 2 K, pi kB T = 0.5414 meV
log10 thermal weight at sigma edge = -122
diagonal mu: Tc = 56.30 K, ratio to isotropic = 1.2785
uniform mu [s]: Z(iw0) = 2.1809, Delta(iw0) = 11.5403 meV
uniform mu [s]: edge = 11.7302 meV, edge/wE = 0.19550, 2D/kTc = 4.454
uniform mu [p]: Z(iw0) = 1.5904, Delta(iw0) = 4.8091 meV
uniform mu [p]: edge = 4.8301 meV, edge/wE = 0.08050, 2D/kTc = 1.834
uniform mu: edge ratio s/p = 2.429, DOS-weighted edge = 7.7363 meV
isotropic [i]: Z(iw0) = 1.8471, Delta(iw0) = 7.2216 meV
isotropic [i]: edge = 7.2815 meV, edge/wE = 0.12136, 2D/kTc = 3.837
diagonal mu [s]: Z(iw0) = 2.1849, Delta(iw0) = 10.7879 meV
diagonal mu [s]: edge = 10.9547 meV, edge/wE = 0.18258, 2D/kTc = 4.516
diagonal mu [p]: Z(iw0) = 1.5901, Delta(iw0) = 5.3035 meV
diagonal mu [p]: edge = 5.3293 meV, edge/wE = 0.08882, 2D/kTc = 2.197
diagonal mu: edge ratio s/p = 2.056, DOS-weighted edge = 7.6987 meV
```
